# Depolarization tensors of voxelized particles by zero-padded Fourier convolution

## What a faulty convolution costs

Take an L-shaped ferroelectric particle, polarized along one arm. A Fourier convolution on a cubic box as wide as the particle is long gives a depolarization factor of 0.231; the correct value is 0.282. The transform is circular, so it wraps distant parts of the particle round to the near side, and some pairs of voxels interact at the wrong separation. A second fault is quieter. If each voxel is replaced by a point dipole, a cube and a centred sphere still return the correct average, 1/3, but a 2:1:1 brick made of two voxels returns 0.174 instead of 0.198. A sound method therefore needs the right kernel, the right padding, and test bodies that can expose a fault in either.

## The tensor and its two symmetric cases

Let a body of volume $V$ in vacuum carry a uniform, frozen polarization $\mathbf P$. With $G(\mathbf r)=1/(4\pi r)$ and SI units, the potential of its dipoles is

$$\phi(\mathbf r)=\frac1{\varepsilon_0}\int_V \mathbf P\cdot\nabla' G(\mathbf r-\mathbf r')\,d^3r'=-\frac1{\varepsilon_0}\mathbf P\cdot\nabla u,\qquad u=\int_V G(\mathbf r-\mathbf r')\,d^3r',$$

because $\nabla'G=-\nabla G$. From $\mathbf E=-\nabla\phi$,

$$E_i=-\frac1{\varepsilon_0}\sum_jN_{ij}P_j,\qquad N_{ij}(\mathbf r)=-\partial_i\partial_j u .$$

Since $-\nabla^2G=\delta(\mathbf r)$, the trace of $N$ is 1 at every interior point. The average over the body is written $\bar N$.

For a cube, a half-turn about $x$ leaves the body unchanged but reverses the sign of $\bar N_{xy}$ and $\bar N_{xz}$, so both vanish; a half-turn about $y$ removes $\bar N_{yz}$. Quarter-turns make the diagonal elements equal, and the unit trace then gives $\bar N=I/3$. For a sphere of radius $a$, $u=a^2/2-r^2/6$ inside, so $N=I/3$ at each point.

The cube has the same average but not a uniform field. On $24^3$ voxels, its voxel-averaged $N_{xx}$ runs from 0.158 to 0.548.

## Averaging the kernel over two voxels

Let the body consist of $n$ cubic voxels, with indicator $\chi_{\mathbf a}=1$ inside and 0 outside. Lengths are measured in voxel edges; $N$ is dimensionless, so nothing is lost. Splitting both volume integrals into voxels gives

$$\bar N_{ij}=\frac1n\sum_{\mathbf a,\mathbf b}\chi_{\mathbf a}\chi_{\mathbf b}K_{ij}(\mathbf a-\mathbf b),\qquad K_{ij}(\mathbf R)=-\partial_i\partial_j\int\!\!\int G(\mathbf R+\mathbf u-\mathbf u')\,d^3u\,d^3u', \tag{1}$$

where $\mathbf u,\mathbf u'$ range over unit cubes. There is no quadrature error: (1) is exact for the voxelized body.

Along each axis the difference $s=u-u'$ has weight $1-|s|$ on $[-1,1]$. Two integrations by parts give

$$\int_{-1}^{1}(1-|s|)F''(x+s)\,ds=F(x+1)-2F(x)+F(x-1)\equiv\delta_x^2F. \tag{2}$$

The first leaves $\int \mathrm{sgn}(s)F'(x+s)\,ds$, since the weight vanishes at the ends; the second gives the three values. Suppose now that

$$\partial_y^2\partial_z^2f=\frac1r,\qquad \partial_x\partial_y\partial_z^2g=\frac1r .$$

For $K_{xx}$, (2) removes the $y$ and $z$ integrals, and the two outer $x$ derivatives turn the remaining $x$ integral into $\delta_x^2$. For $K_{xy}$, one outer derivative joins the one already present on each of $x$ and $y$. Hence

$$K_{xx}=-\frac{\delta_x^2\delta_y^2\delta_z^2f}{4\pi},\qquad K_{xy}=-\frac{\delta_x^2\delta_y^2\delta_z^2g}{4\pi}. \tag{3}$$

### The primitives

Define

$$L_z=\operatorname{arsinh}\frac{z}{\sqrt{x^2+y^2}},\qquad A_x=\arctan\frac{yz}{xr},$$

and $L_x,L_y,A_y,A_z$ by permutation. Since $\partial_zL_z=1/r$, we have $\partial_z(zL_z-r)=L_z$, so $q=zL_z-r$ satisfies $\partial_z^2q=1/r$. It remains to find $\partial_y^2f=q$ and $\partial_x\partial_yg=q$. Suitable functions are

$$f=\tfrac y2(z^2-x^2)L_y+\tfrac z2(y^2-x^2)L_z-xyzA_x+\tfrac16(2x^2-y^2-z^2)r,$$

$$\begin{aligned}g={}&xyzL_z+\tfrac y6(3z^2-y^2)L_x+\tfrac x6(3z^2-x^2)L_y\\&-\tfrac{z^3}6A_z-\tfrac{zy^2}2A_y-\tfrac{zx^2}2A_x-\tfrac{xyr}3 .\end{aligned}$$

To verify them, put $s=x^2+y^2$ and $w=x^2+z^2$. The chain rule gives

$$\partial_yL_z=-\frac{yz}{rs},\qquad \partial_yA_x=\frac{xz}{rs},$$

the second because $1+y^2z^2/(x^2r^2)=sw/(x^2r^2)$. In $\partial_yf$, the terms without a logarithm or arctangent are

$$\frac{y(z^2-x^2)}{2r}-\frac{yz^2}{rs}\Big[\frac{y^2-x^2}2+x^2\Big]-\frac{yr}3+\frac{y(2x^2-y^2-z^2)}{6r}=-\frac{yr}2,$$

since the bracket equals $s/2$. Thus

$$\partial_yf=\tfrac12(z^2-x^2)L_y+yzL_z-xzA_x-\tfrac12yr. \tag{4}$$

Differentiating again,

$$\partial_y^2f=zL_z+\frac{z^2-x^2}{2r}-\frac{z^2(x^2+y^2)}{rs}-\frac r2-\frac{y^2}{2r}=zL_z-r=q .$$

For $g$ the further derivatives are

$$\partial_xL_z=-\frac{xz}{rs},\quad \partial_xL_y=-\frac{xy}{rw},\quad \partial_xA_z=\frac{yz}{rw},\quad \partial_xA_y=\frac{yz}{rs},\quad \partial_xA_x=-\frac{yz}r\Big(\frac1s+\frac1w\Big).$$

In $\partial_xg$ the terms over $s$ add to $-yz^2/(2r)$, and those over $w$ to $y(x^4-z^4)/(6rw)=y(x^2-z^2)/(6r)$. With the rest, $y(3z^2-y^2)/(6r)-yr/3-x^2y/(3r)$, the total is again $-yr/2$. The other terms of $\partial_xg$ are those of (4), so $\partial_xg=\partial_yf$ and $\partial_x\partial_yg=q$.

In evaluation, $f$ is even in every coordinate, while $g$ is odd in $x$ and $y$ and even in $z$. A product with a vanishing prefactor is set to its limit, zero. Permuting the coordinates supplies the other components.

### Properties and rounding

The trace of $K$ in (1) is the overlap volume of the two voxels: 1 at $\mathbf R=0$ and 0 at other lattice offsets. Cubic symmetry gives $K_{ij}(0)=\delta_{ij}/3$.

Let $A$ be the operator that convolves a voxel polarization $\mathbf p$ with $K$ and keeps the result inside the body. The transform of $G$ is $1/k^2$, so

$$\langle\mathbf p\cdot A\mathbf p\rangle\propto\int\frac{|\mathbf k\cdot\tilde{\mathbf p}|^2}{k^2}d^3k\le\int|\tilde{\mathbf p}|^2d^3k,$$

and the eigenvalues of $A$ lie between 0 and 1.

The primitives grow roughly as $R^3$ while $K$ falls as $R^{-3}$. In arithmetic of relative precision $\epsilon$, the relative error of $K$ therefore grows roughly as $\epsilon R^6$. On a 48-voxel box in double precision, the largest absolute error of the trace was $7\times10^{-12}$. Much larger boxes need a multipole expansion at long range or higher precision.

## Convolution without wraparound

Let the body fit in a box of $M^3$ voxels. A discrete transform of width $Q$ evaluates a circular sum, in which offsets differing by a multiple of $Q$ are identified. Offsets inside the body run from $-(M-1)$ to $M-1$. Two of them differ by at most $2M-2$, so they stay distinct if $Q\ge2M-1$. The choice $Q=2M$ is convenient.

1. Tabulate the six independent $K_{ij}$ from (3), storing a negative offset $m$ at index $m+Q$.
2. Pad $\chi$ with zeros to width $Q$ and transform it and $K$.
3. Multiply, transform back, and keep the first $M$ entries on each axis. This is the voxel-averaged $N_{ij}$.
4. Average over voxels with $\chi=1$.

The work grows as $M^3\log M$, against $n^2$ for the explicit double sum.

Padding is not a cure if $K$ is replaced by the periodic kernel $k_ik_j/k^2$, with its undefined $k=0$ term set to zero. Parseval's theorem gives the trace of the resulting average:

$$\frac1{nQ^3}\sum_{\mathbf k\ne0}|\hat\chi_{\mathbf k}|^2=1-\frac{n^2}{nQ^3}=1-\eta,\qquad \eta=\frac n{Q^3}.$$

A cube then has $\bar N_{xx}=(1-\eta)/3$. Padding to twice its width makes $\eta=1/8$ and the result 0.2917, which is 12.5% low. For the cube, this error falls only as the inverse volume of the box.

## Error analysis

### Why the cube and sphere are weak tests

The method returns 0.3333333333 for a cube of $24^3$ voxels and for a centred voxel sphere of radius 11. Both are necessary results, but any kernel with cubic symmetry, trace 1 at the origin and trace 0 elsewhere gives the same. Point dipoles with a self-term of 1/3 meet these conditions. For two voxels in a row, however, they give $1/3-2/(4\pi)=0.1742$.

The exact brick value follows from its charged faces. Let the edge $c$ lie along $z$, with $a$ and $b$ across it. Since $\partial_zG=-\partial_{z'}G$,

$$\bar N_{zz}=\frac1V\int_V\!\int_V\partial_z\partial_{z'}G\,d^3r\,d^3r'.$$

The $z$ and $z'$ integrals leave two like-face terms with a plus sign and two opposite-face terms with a minus sign. In the difference coordinates $x,y$ across the faces, with $\rho^2=x^2+y^2$,

$$\bar N_{zz}=\frac1{2\pi abc}\int_{-a}^{a}\!\int_{-b}^{b}(a-|x|)(b-|y|)\Big[\frac1\rho-\frac1{\sqrt{\rho^2+c^2}}\Big]dx\,dy. \tag{5}$$

For a thin plate, $c\to0$, the bracket acts at small $\rho$. Its plane integral is $2\pi\int_0^\infty[1-\rho/\sqrt{\rho^2+c^2}]d\rho=2\pi c$, so $\bar N_{zz}\to1$. For a long rod the second term drops out and $\bar N_{zz}$ vanishes as $1/c$.

Gauss–Legendre quadrature of (5) in polar coordinates gives 0.19831615 for a 2:1:1 brick. The convolution gives the same eight digits. Point dipoles on $16\times8\times8$ voxels give 0.19507, still 1.6% low.

### Curved surfaces

For a curved body the kernel is exact but the shape is not. The table gives the root-mean-square error of $\bar N_{xx}$ over eight random positions of the centre within a voxel. The spheroid has its long semi-axis $R$ along $x$, aspect ratio 2, and the exact factor

$$N_{xx}=\frac{1-e^2}{e^2}\Big(\frac{\operatorname{artanh}e}{e}-1\Big)=0.173564,\qquad e^2=\tfrac34.$$

This is the standard ellipsoid integral $\int_0^\infty ds\,(s+4)^{-3/2}(s+1)^{-1}$, for semi-axes 2, 1, 1. The last column is the largest local error in a centred sphere.

| $R$ (voxels) | sphere | spheroid | worst voxel |
|---|---|---|---|
| 5 | 0.0046 | 0.0172 | 0.195 |
| 11 | 0.0009 | 0.0063 | 0.239 |
| 23 | 0.0002 | 0.0029 | 0.284 |

From $R=11$ to 23 the spheroid error falls by 2.2, close to first order in voxel size, and ends at 1.6% of the exact factor. The sphere error falls by about 5 on these eight centres; larger samples give about 4. For a sphere, cubic symmetry and the unit trace make the error average to zero over all positions of the centre, so only its scatter remains. The spheroid lacks this symmetry and keeps a systematic error. A sphere can therefore understate the error of less symmetric bodies.

The worst local error does not shrink with refinement. It drifts upward over the range in the table, though not steadily: it is 0.278 at $R=14$ and 0.256 at $R=15$. At $R=11$ the local root-mean-square error is 0.036 over the whole sphere but 0.0002 within half the radius. The small interior value owes much to the symmetry of a centred sphere; an off-centre sphere or a spheroid can have a considerably larger interior error. The method thus gives useful averages, and interior fields whose accuracy depends on shape and resolution, but its surface-voxel fields should not be read as those of a smooth surface.

## An L-shaped particle

The particle fills $0<x<4$, $0<y<10$ and $4<x<12$, $0<y<4$, all in nm, with thickness 6 nm. Its volume is $(40+32)\times6=432$ nm³. Voxels of 0.5 nm fit it exactly, so $\bar N$ has no shape error; voxels of 1 nm give the same tensor to rounding. In a 24-voxel body box and a 48-voxel transform,

$$\bar N_{xx}=0.28204,\quad \bar N_{yy}=0.34625,\quad \bar N_{zz}=0.37170,\quad \bar N_{xy}=0.03514 .$$

A route without voxels uses $\gamma(\mathbf t)$, the fraction of the body that overlaps its copy shifted by $\mathbf t$. Then $\bar N_{ij}=-\int\gamma\,\partial_i\partial_jG\,d^3t$. The point part of $-\partial_i\partial_jG$ is $\delta_{ij}\delta(\mathbf t)/3$, by isotropy and unit trace. The rest is $(\delta_{ij}-3\nu_i\nu_j)/(4\pi t^3)$, where $\boldsymbol\nu=\mathbf t/t$. It averages to zero over directions, so 1 may be subtracted from $\gamma$ up to any radius $T$ beyond the particle's diameter:

$$\bar N_{ij}=\frac{\delta_{ij}}3+\int d\Omega\,\frac{\delta_{ij}-3\nu_i\nu_j}{4\pi}\int_0^T\frac{\gamma(t\boldsymbol\nu)-1}t\,dt .$$

Numerical quadrature of this formula agrees with the four elements above to $5\times10^{-6}$.

The in-plane principal values are

$$0.31415\pm\sqrt{0.03210^2+0.03514^2}=0.3617,\ 0.2666 .$$

The axis of the smaller one lies at $-23.8^\circ$ from $x$. It is tilted towards the line joining the centres of the two arm ends, which lies at about $-39^\circ$.

Now let $P=25$ µC/cm² point along $x$. Then $P/\varepsilon_0=282.4$ MV/cm, and the mean field is

$$\bar E_x=-0.28204\times282.4=-79.6\ \text{MV/cm},\qquad \bar E_y=-0.03514\times282.4=-9.9\ \text{MV/cm}.$$

The first is $-7.96$ V/nm. The transverse part arises because $x$ is not a principal axis.

## When the material responds

Electrons and stiff lattice modes reduce this field. Let the background susceptibility tensor be $X$, and measure polarization in units of $P$ and field in $P/\varepsilon_0$. The induced polarization $\mathbf p=X\mathbf e$ and field $\mathbf e=-A(\hat{\mathbf x}+\mathbf p)$ make stationary

$$F[\mathbf p]=\langle(\hat{\mathbf x}+\mathbf p)\cdot A(\hat{\mathbf x}+\mathbf p)\rangle+\langle\mathbf p\cdot X^{-1}\mathbf p\rangle ,$$

since its variation gives $A(\hat{\mathbf x}+\mathbf p)+X^{-1}\mathbf p=0$. As $A$ has no negative eigenvalue and $X$ is positive, this is a minimum. Taking the product of the condition with $\mathbf p$ removes part of $F$ and leaves

$$F_{\min}=\langle\hat{\mathbf x}\cdot A(\hat{\mathbf x}+\mathbf p)\rangle=-\langle e_x\rangle .$$

A uniform trial $\mathbf p$ replaces $A$ by $\bar N$, and the best such trial gives the upper bound $[\bar N(I+X\bar N)^{-1}]_{xx}$. Halving the voxels enlarges the set of trial functions, so it cannot raise the minimum for this exactly voxelized body.

For a sphere with background permittivity $\varepsilon_b$, the uniform solution obeys $e=-[1+(\varepsilon_b-1)e]/3$, so $-e=1/(\varepsilon_b+2)$. With $\varepsilon_b=7$ this is 0.1111; a voxel sphere of radius 11, solved by conjugate gradients, gives 0.1104.

For the L with $\varepsilon_b=7$, the uniform bound is 0.1044. The solved values are 0.0912 with 1 nm voxels and 0.0905 with 0.5 nm voxels. The last gives an opposing field of 25.6 MV/cm, about a third of the rigid value. The average tensor alone overestimates it by 15%, because the induced polarization is not uniform. The last digit is not converged: 0.25 nm voxels give 0.0903, or 25.5 MV/cm, and an overestimate of about 16%. Raising the transverse susceptibility from 6 to 300, with the value along $x$ held at 6, lowers the field to 24.5 MV/cm with 0.5 nm voxels, and to 24.4 MV/cm with 1/3 nm voxels. The induced transverse polarization then reaches about $1.5P$ in some 0.5 nm voxels, and more on finer grids, so linear response is locally exceeded.

## Reading the field in a real material

These inputs are rough and lie in the regime of room-temperature barium titanate, though its bulk transverse susceptibility is larger than 300. The 4 nm arms are about ten unit cells wide, where surface chemistry and size effects can change $P$ itself. The model also leaves out compensating charge, which electrodes, adsorbed ions or free carriers can supply. With a rough breakdown field of 1 MV/cm, and compensation proportional to the surface charge of the frozen $P$, $1-1/25.6=96\%$ of that charge must be compensated to bring the mean field down to breakdown.

Without compensation the insulating model is inconsistent. A uniform field equal to the mean, 2.56 V/nm, would give 30.7 V over 12 nm. The field in the long arm is somewhat weaker than the mean over the whole particle, but the drop along it still shifts the bands by many times a gap of roughly 3 eV. At the mean field they shift by one gap over $3/2.56=1.2$ nm, so tunnelling and free carriers cannot be ignored.

Nor would $P$ stay frozen. If the background field were held fixed, a rough soft susceptibility of 100 along the polar axis would give a change of $100\times0.0905\approx9$ times $P$. In fact the field falls as $P$ falls. For a sphere of isotropic susceptibility $\chi=100$, the uniform solution above has $-e=1/(\chi+3)$, so the self-consistent change is $-\chi/(\chi+3)=-0.97$ times $P$. A change that nearly removes $P$ is too large for linear response about the uniform state to be trusted.

Domains offer another escape. The rigid field energy of the uniform state is

$$\frac{\bar N_{xx}P^2V}{2\varepsilon_0}=2684\ \text{eV}.$$

Reversing $P$ in alternate 2 nm stripes, stacked along $y$ with walls parallel to $P$, lowers the factor from 0.282 to 0.0917 and the energy to 873 eV. The 144 nm² of walls, at a rough 10 mJ/m², cost 9 eV. In this comparison of rigid, sharp-walled states the stripes win clearly, though their width has not been optimized. Temperature matters less here, provided no phase transition is crossed: an assumed drift of 0.02 µC/cm² per kelvin over 50 K changes $P$ by 4%, and the rigid field in proportion. A drift twice as large would change both by 8%.

The tensor therefore describes the electrostatic load of a prescribed polarization. Whether the particle can carry that polarization depends on screening, domains and the material's free energy.

Numerical values quoted here were computed with a short program.
